# Work-Function Variance of a Square Gate with a Randomly Offset Grain Grid: verification in Python

```python
"""Variance of the area-averaged work function of a granular metal gate.

Result under test: for square grains of side g on a grid with independent,
uniform offsets along x and y, and a square gate of side L >= g,
    Var(gate average) / Var(single grain) = F(L)**2,
    F(L) = (g/L) * (1 - g/(3 L)).
For L < g the one-axis factor is 1 - L/(3 g).
A rectangle of sides L and W has the factor F(L) * F(W).
Lengths are in nm, work functions in eV.
"""
import numpy as np
from scipy import constants
from scipy.fft import dctn, idctn
from scipy.linalg import eigh, solveh_banded
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)


def axis_factor(side, grain):
    """Derived one-axis factor for side >= grain."""
    return grain / side * (1 - grain / (3 * side))


def overlap_lengths(side, grain, offsets):
    """Length of [0, side] covered by each grain column, one row per offset."""
    columns = np.arange(-1, int(np.ceil(side / grain)) + 1)
    left = offsets[:, None] + grain * columns
    return np.clip(left + grain, 0, side) - np.clip(left, 0, side)


def offset_sums(side, grain, count=20000):
    """Sum of squared length fractions for evenly spaced grid offsets."""
    offsets = (np.arange(count) + 0.5) * grain / count
    return np.sum(overlap_lengths(side, grain, offsets)**2, axis=1) / side**2


# One-axis factor from explicit overlaps, integer and non-integer ratios
for ratio in (1.0, 1.3, 2.0, 2.7, 4.4, 9.0):
    assert abs(offset_sums(ratio, 1.0).mean() - axis_factor(ratio, 1.0)) < 1e-6

# Gate smaller than a grain: the other branch holds, the main formula fails
small_gate = offset_sums(0.6, 1.0).mean()
assert abs(small_gate - (1 - 0.6 / 3)) < 1e-6
assert abs(small_gate - axis_factor(0.6, 1.0)) > 0.05

# Probability that two points lie in the same column, by counting offsets
grid_offsets = (np.arange(20000) + 0.5) / 20000
for separation in (0.0, 0.23, 0.71, 0.98, 1.4):
    same = (np.floor(0.37 - grid_offsets)
            == np.floor(0.37 + separation - grid_offsets))
    assert abs(same.mean() - max(0, 1 - separation)) < 2e-4

# Double integral of that probability over both points
points = (np.arange(1000) + 0.5) * 2.7 / 1000
pair_probability = np.maximum(0, 1 - np.abs(points[:, None] - points))
assert abs(pair_probability.mean() - axis_factor(2.7, 1.0)) < 1e-4

# An aligned grid gives g/L per axis; locked offsets break the product form
aligned = np.sum(overlap_lengths(4.0, 1.0, np.array([0.0]))**2) / 16
assert abs(aligned - 1 / 4) < 1e-12
locked = np.mean(offset_sums(1.0, 1.0)**2)
assert locked > axis_factor(1.0, 1.0)**2 + 0.01

# Example inputs: rough values in the regime of a titanium nitride gate
gate_side, grain_side = 22.0, 5.0
work_function_step, high_probability = 0.2, 0.6
grain_sigma = work_function_step * np.sqrt(
    high_probability * (1 - high_probability))


def simulated_variance(length, width, samples=100000):
    """Variance of the gate average from random grains and random offsets."""
    a = overlap_lengths(length, grain_side, rng.uniform(0, grain_side, samples))
    b = overlap_lengths(width, grain_side, rng.uniform(0, grain_side, samples))
    high = rng.random((samples, a.shape[1], b.shape[1])) < high_probability
    average = np.einsum('si,sij,sj->s', a, high.astype(float), b)
    return np.var(work_function_step * average / (length * width))


# Full simulation; 2.5 percent is over five statistical standard errors
for length, width in ((gate_side, gate_side), (6.5, 6.5), (15.0, 22.0)):
    simulated = simulated_variance(length, width)
    predicted = (grain_sigma**2 * axis_factor(length, grain_side)
                 * axis_factor(width, grain_side))
    assert abs(simulated / predicted - 1) < 0.025
    if length == width == gate_side:
        simulated_sigma = np.sqrt(simulated)

factor = axis_factor(gate_side, grain_side)
gate_sigma = grain_sigma * factor
sums = offset_sums(gate_side, grain_side)

# Irregular grains: nearest-seed cells with the same mean area
pixel_count = 44
centres = (np.arange(pixel_count) + 0.5) * gate_side / pixel_count
pixels = np.stack(np.meshgrid(centres, centres), axis=-1).reshape(-1, 2)


def cell_factor(seeds):
    """Sum of squared area fractions of the nearest-seed cells in the gate."""
    owner = cKDTree(seeds).query(pixels)[1]
    return np.sum((np.bincount(owner) / len(pixels))**2)


margin = 4 * grain_side
box = gate_side + 2 * margin
lattice = grain_side * np.arange(-3, 9)
square_cells, random_cells = [], []
for _ in range(600):
    x_seeds = lattice + rng.uniform(0, grain_side)
    y_seeds = lattice + rng.uniform(0, grain_side)
    square_cells.append(cell_factor(
        np.stack(np.meshgrid(x_seeds, y_seeds), axis=-1).reshape(-1, 2)))
    seed_count = rng.poisson(box**2 / grain_side**2)
    random_cells.append(cell_factor(
        rng.uniform(-margin, gate_side + margin, (seed_count, 2))))
# Square lattice seeds must reproduce the formula (pixel and sampling error)
assert abs(np.mean(square_cells) / factor**2 - 1) < 0.02
voronoi_factor = np.mean(random_cells)
voronoi_error = np.std(random_cells) / np.sqrt(len(random_cells))

# Electrostatics: high-k film on undoped silicon above a grounded plane
film, silicon = 2.0, 10.0
eps_film, eps_silicon = 20.0, 11.7
eps_ratio = eps_silicon / eps_film


def transfer(k):
    """Channel potential per unit gate potential at lateral wave number k."""
    k = np.maximum(k, 1e-6)
    return 1 / (np.cosh(k * film)
                + eps_ratio * np.sinh(k * film) / np.tanh(k * silicon))


decay_rate = brentq(
    lambda q: np.cos(q * film) + eps_ratio * np.sin(q * film) / np.tan(q * silicon),
    np.pi / (2 * silicon), 0.999 * np.pi / silicon)
decay_length = 1 / decay_rate

# Check both against a finite-difference solution across the layers
step = 0.05
face_count = int(round((film + silicon) / step))
interface = int(round(silicon / step))
eps_face = np.where(np.arange(face_count) < interface, eps_silicon, eps_film)
stiffness = (np.diag(eps_face[:-1] + eps_face[1:])
             - np.diag(eps_face[1:-1], 1) - np.diag(eps_face[1:-1], -1)) / step**2
mass = np.diag((eps_face[:-1] + eps_face[1:]) / 2)
drive = np.zeros(face_count - 1)
drive[-1] = eps_face[-1] / step**2
for k in (0.0, 0.3, np.pi / grain_side):
    potential = np.linalg.solve(stiffness + k**2 * mass, drive)
    assert abs(potential[interface - 1] / transfer(k) - 1) < 1e-3
lowest = eigh(stiffness, mass, eigvals_only=True)[0]
assert abs(np.sqrt(lowest) / decay_rate - 1) < 1e-3

# Subthreshold sheet current through the smoothed potential
temperature = 300.0
thermal = constants.k * temperature / constants.e
n = 22
cell_centres = (np.arange(n) + 0.5) * gate_side / n
wave = np.pi * np.arange(n) / gate_side
smoothing = transfer(np.hypot(wave[:, None], wave))
uniform_transfer = float(transfer(0.0))


def sheet_conductance(sigma):
    """Source-drain conductance of a square sheet, current along axis 0."""
    link_x, link_y = np.zeros((n, n)), np.zeros((n, n))
    link_x[:-1] = 2 / (1 / sigma[:-1] + 1 / sigma[1:])
    link_y[:, :-1] = 2 / (1 / sigma[:, :-1] + 1 / sigma[:, 1:])
    diagonal = link_x + link_y
    diagonal[1:] += link_x[:-1]
    diagonal[:, 1:] += link_y[:, :-1]
    diagonal[0] += 2 * sigma[0]
    diagonal[-1] += 2 * sigma[-1]
    bands = np.zeros((n + 1, n * n))
    bands[0], bands[1], bands[n] = diagonal.ravel(), -link_y.ravel(), -link_x.ravel()
    source = np.zeros((n, n))
    source[0] = 2 * sigma[0]
    voltage = solveh_banded(bands, source.ravel(), lower=True).reshape(n, n)
    return np.sum(2 * sigma[-1] * voltage[-1])


mean_step = work_function_step * high_probability
linear_shift, current_shift = [], []
for _ in range(2000):
    ox, oy = rng.uniform(0, grain_side, 2)
    column = np.floor((cell_centres - ox) / grain_side).astype(int) + 1
    row = np.floor((cell_centres - oy) / grain_side).astype(int) + 1
    grains = (work_function_step * (rng.random((8, 8)) < high_probability)
              - mean_step)
    pattern = grains[np.ix_(column, row)]
    channel = -idctn(smoothing * dctn(pattern, norm='ortho'), norm='ortho')
    sigma = np.exp(channel / thermal)
    conductance = sheet_conductance(sigma)
    # Insulated strips bound it from below, equipotential slices from above
    lower = np.mean(1 / np.mean(1 / sigma, axis=0))
    upper = 1 / np.mean(1 / np.mean(sigma, axis=1))
    assert lower * (1 - 1e-9) <= conductance <= upper * (1 + 1e-9)
    linear_shift.append(pattern.mean())
    current_shift.append(-thermal * np.log(conductance) / uniform_transfer)
linear_shift, current_shift = np.array(linear_shift), np.array(current_shift)
current_ratio = current_shift.std() / linear_shift.std()
batch_ratios = (current_shift.reshape(10, -1).std(axis=1)
                / linear_shift.reshape(10, -1).std(axis=1))
current_ratio_error = batch_ratios.std(ddof=1) / np.sqrt(10)
mean_offset = np.mean(current_shift - linear_shift)

# Channel ends held by source and drain: shorter averaging length
short_length = gate_side - 2 * decay_length
assert short_length > grain_side
short_sigma = grain_sigma * np.sqrt(
    axis_factor(short_length, grain_side) * factor)

print(f"gate side L: {gate_side:.1f} nm")
print(f"grain side g: {grain_side:.1f} nm")
print(f"ratio L/g: {gate_side / grain_side:.2f}")
print(f"work function step between orientations: {work_function_step:.2f} eV")
print(f"probability of higher work function: {high_probability:.2f}")
print(f"single-grain standard deviation: {1e3 * grain_sigma:.2f} meV")
print(f"simple ratio g/L: {grain_side / gate_side:.5f}")
print(f"edge correction 1-g/(3L): {1 - grain_side / (3 * gate_side):.5f}")
print(f"one-axis factor F: {factor:.5f}")
print(f"one-axis factor from explicit overlaps: {sums.mean():.5f}")
print(f"variance factor F^2: {factor**2:.5f}")
print(f"simple variance factor (g/L)^2: {(grain_side / gate_side)**2:.5f}")
print(f"effective number of grains 1/F^2: {1 / factor**2:.2f}")
print(f"gate standard deviation, formula: {1e3 * gate_sigma:.2f} meV")
print(f"gate standard deviation, simulation: {1e3 * simulated_sigma:.2f} meV")
print(f"gate standard deviation, simple g/L: "
      f"{1e3 * grain_sigma * grain_side / gate_side:.2f} meV")
print(f"smallest gate deviation at fixed offsets: {1e3 * grain_sigma * sums.min():.2f} meV")
print(f"largest gate deviation at fixed offsets: {1e3 * grain_sigma * sums.max():.2f} meV")
print(f"one-axis factor at L = g: {offset_sums(1.0, 1.0).mean():.5f}")
print(f"one-axis factor at L = 0.6 g: {small_gate:.5f}")
print(f"main formula misused at L = 0.6 g: {axis_factor(0.6, 1.0):.5f}")
print(f"locked-offset variance factor at L = g: {locked:.5f}")
print(f"independent-offset variance factor at L = g: {axis_factor(1.0, 1.0)**2:.5f}")
print(f"Voronoi variance factor: {voronoi_factor:.4f}")
print(f"Voronoi variance factor, standard error: {voronoi_error:.4f}")
print(f"Voronoi gate standard deviation: {1e3 * grain_sigma * np.sqrt(voronoi_factor):.1f} meV")
print(f"high-k film thickness: {film:.1f} nm")
print(f"silicon thickness above grounded plane: {silicon:.1f} nm")
print(f"relative permittivity of film: {eps_film:.1f}")
print(f"relative permittivity of silicon: {eps_silicon:.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {1e3 * thermal:.2f} meV")
print(f"potential transfer, uniform gate: {uniform_transfer:.3f}")
print(f"potential transfer at k = pi/g: {float(transfer(np.pi / grain_side)):.3f}")
print(f"current-defined / linear standard deviation: {current_ratio:.3f}")
print(f"standard error of that ratio: {current_ratio_error:.3f}")
print(f"mean current-defined minus linear threshold shift: {1e3 * mean_offset:.2f} meV")
print(f"lateral decay length: {decay_length:.2f} nm")
print(f"shortened averaging length: {short_length:.2f} nm")
print(f"gate standard deviation with shortened length: {1e3 * short_sigma:.1f} meV")
print("all tests passed")
```

Output:

```
gate side L: 22.0 nm
grain side g: 5.0 nm
ratio L/g: 4.40
work function step between orientations: 0.20 eV
probability of higher work function: 0.60
single-grain standard deviation: 97.98 meV
simple ratio g/L: 0.22727
edge correction 1-g/(3L): 0.92424
one-axis factor F: 0.21006
one-axis factor from explicit overlaps: 0.21006
variance factor F^2: 0.04412
simple variance factor (g/L)^2: 0.05165
effective number of grains 1/F^2: 22.66
gate standard deviation, formula: 20.58 meV
gate standard deviation, simulation: 20.65 meV
gate standard deviation, simple g/L: 22.27 meV
smallest gate deviation at fixed offsets: 20.14 meV
largest gate deviation at fixed offsets: 21.05 meV
one-axis factor at L = g: 0.66667
one-axis factor at L = 0.6 g: 0.80000
main formula misused at L = 0.6 g: 0.74074
locked-offset variance factor at L = g: 0.46667
independent-offset variance factor at L = g: 0.44444
Voronoi variance factor: 0.0534
Voronoi variance factor, standard error: 0.0004
Voronoi gate standard deviation: 22.6 meV
high-k film thickness: 2.0 nm
silicon thickness above grounded plane: 10.0 nm
relative permittivity of film: 20.0
relative permittivity of silicon: 11.7
temperature: 300 K
thermal energy: 25.85 meV
potential transfer, uniform gate: 0.895
potential transfer at k = pi/g: 0.352
current-defined / linear standard deviation: 1.250
standard error of that ratio: 0.010
mean current-defined minus linear threshold shift: 2.27 meV
lateral decay length: 3.58 nm
shortened averaging length: 14.83 nm
gate standard deviation with shortened length: 24.6 meV
all tests passed
```
